# False transitions from midpoint thresholding of random telegraph noise: verification in Python

```python
"""
Result under test: midpoint thresholding of a two-level telegraph signal whose
step is six noise standard deviations mislabels N*p samples, p = Q(3), and adds
on average 2*p*(1-p)*(N-1-2*K) transitions to the K true ones.

N  : number of samples            Q : upper tail of the standard normal law
K  : true transitions between neighbouring samples
h  : distance from a level to the threshold, in noise standard deviations
Noise is Gaussian, equal in both states, independent between samples unless
a test says otherwise. Simulated signals are in units of the noise deviation.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.signal import lfilter
from scipy.stats import norm

rng = np.random.default_rng(20241)

# Example inputs (rough typical values for a small silicon MOSFET)
N = 1_000_000
step_nA, noise_nA = 3.0, 0.5
dt = 10e-6
tau_low, tau_high = 40e-3, 60e-3
second_step_nA = 0.25
bandwidth = 50e3
activation_eV = 0.6
T_cool, T_hot = 298.15, 358.15

step = step_nA / noise_nA
h = step / 2


def excess_mean(n, k, p):
    return 2 * p * (1 - p) * (n - 1 - 2 * k)


def excess_variance(n, k, p):
    """Valid for separated true transitions away from the record's ends."""
    q = 2 * p * (1 - p)
    return (n - 1) * q * (1 - q) + 2 * (n - 2 - 4 * k) * (q / 2 - q * q)


def sampled_transitions(n, interval, t0, t1):
    occupied = t1 / (t0 + t1)
    change = 1 - np.exp(-interval * (1 / t0 + 1 / t1))
    return 2 * occupied * (1 - occupied) * change * (n - 1)


def count_transitions(labels):
    return int(np.count_nonzero(labels[1:] != labels[:-1]))


def telegraph(t0, t1):
    """Sample a continuous-time trap with exponential dwells."""
    start = int(rng.random() < t1 / (t0 + t1))
    number = int(1.5 * 2 * N * dt / (t0 + t1)) + 300
    means = np.where((np.arange(number) + start) % 2 == 1, t1, t0)
    edges = np.cumsum(rng.exponential(means))
    assert edges[-1] > N * dt
    passed = np.searchsorted(edges, np.arange(N) * dt, side="right")
    return ((passed + start) % 2).astype(np.int8)


# Tail probability: formula against quadrature, and hand bounds
p = norm.sf(h)
density = lambda x: np.exp(-x * x / 2) / np.sqrt(2 * np.pi)
p_quad = quad(density, h, 12, epsabs=1e-14)[0]
assert abs(p / p_quad - 1) < 1e-8
lower = h * density(h) / (h * h + 1)
upper = density(h) / h * (1 - 1 / h**2 + 3 / h**4)
assert lower < p_quad < upper

# Exact enumeration of every error pattern on short records
p_test = 0.2
for true in ([0] * 10, [0, 0, 0, 1, 1, 1, 1, 0, 0, 0],
             [0, 1, 0, 0, 1, 1, 0, 0, 0, 1]):
    true = np.array(true)
    k = count_transitions(true)
    first = second = 0.0
    for pattern in itertools.product((0, 1), repeat=10):
        wrong = np.array(pattern)
        weight = p_test**wrong.sum() * (1 - p_test)**(10 - wrong.sum())
        extra = count_transitions(true ^ wrong) - k
        first += weight * extra
        second += weight * extra**2
    assert abs(first - excess_mean(10, k, p_test)) < 1e-11
    if k < 3:  # the third record has adjacent transitions
        variance = excess_variance(10, k, p_test)
        assert abs(second - first**2 - variance) < 1e-10

# Three-sample majority vote: enumerate the four samples of two votes
vote_rate = 0.0
for bits in itertools.product((0, 1), repeat=4):
    if (sum(bits[:3]) >= 2) != (sum(bits[1:]) >= 2):
        vote_rate += p**sum(bits) * (1 - p)**(4 - sum(bits))
assert abs(vote_rate / (2 * p * (1 - p))**2 - 1) < 1e-10

# Simulation of the example
K = sampled_transitions(N, dt, tau_low, tau_high)
false_mean = excess_mean(N, K, p)
false_sd = np.sqrt(excess_variance(N, K, p))
error_sd = np.sqrt(N * p * (1 - p))
runs = 30
rows = []
for _ in range(runs):
    state = telegraph(tau_low, tau_high)
    label = (step * state + rng.standard_normal(N) > h).astype(np.int8)
    vote = (label[:-2] + label[1:-1] + label[2:]) >= 2
    k = count_transitions(state)
    rows.append((np.count_nonzero(label != state), k,
                 count_transitions(label) - k, count_transitions(vote) - k))
sim_errors, sim_K, sim_false, sim_vote = np.mean(rows, axis=0)
root = np.sqrt(runs)
assert abs(sim_errors - N * p) < 4 * error_sd / root
assert abs(sim_false - false_mean) < 4 * false_sd / root
assert abs(sim_K - K) < 4 * np.std([r[1] for r in rows], ddof=1) / root
vote_false = N * vote_rate
vote_se = np.std([r[3] for r in rows], ddof=1) / root
assert abs(sim_vote - vote_false) < 4 * vote_se
record = N * dt
true_dwell = record / K
apparent_dwell = record / (K + false_mean)
assert abs(record / (sim_K + sim_false) / apparent_dwell - 1) < 0.03

# Fast trap: dwells of only four and six samples, where K matters
fast = []
for _ in range(8):
    state = telegraph(4 * dt, 6 * dt)
    label = (step * state + rng.standard_normal(N) > h).astype(np.int8)
    k = count_transitions(state)
    fast.append((k, count_transitions(label) - k))
fast_K, fast_false = np.mean(fast, axis=0)
fast_K_formula = sampled_transitions(N, dt, 4 * dt, 6 * dt)
fast_formula = excess_mean(N, fast_K_formula, p)
assert abs(fast_K / fast_K_formula - 1) < 0.005
assert abs(fast_false - fast_formula) < 4 * false_sd / np.sqrt(8)

# Second trap, half occupied, shifts both levels about a fixed threshold
shift = second_step_nA / noise_nA / 2
p_pair = norm.sf(np.array([h - shift, h + shift]))
second_errors = N * p_pair.mean()
second_false = N * np.mean(2 * p_pair * (1 - p_pair))
trial = []
for _ in range(10):
    state = telegraph(tau_low, tau_high)
    other = telegraph(10e-3, 10e-3)
    signal = step * state + shift * (2.0 * other - 1)
    label = (signal + rng.standard_normal(N) > h).astype(np.int8)
    trial.append((np.count_nonzero(label != state),
                  count_transitions(label) - count_transitions(state)))
trial = np.mean(trial, axis=0)
assert abs(trial[0] / second_errors - 1) < 0.05
assert abs(trial[1] / second_false - 1) < 0.05


# Correlated noise: joint tail probability of neighbouring samples
def correlated_false(rho):
    width = np.sqrt(1 - rho * rho)
    joint = quad(lambda x: density(x) * norm.sf((h - rho * x) / width),
                 h, 12, epsabs=1e-14)[0]
    return 2 * (N - 1) * (p - joint)


rho_strong = 0.9
strong_false = correlated_false(rho_strong)
trial = []
for _ in range(15):
    noise = lfilter([np.sqrt(1 - rho_strong**2)], [1, -rho_strong],
                    rng.standard_normal(N))
    wrong = noise > h
    trial.append((np.count_nonzero(wrong), count_transitions(wrong)))
corr_errors, corr_false = np.mean(trial, axis=0)
assert abs(corr_errors / (N * p) - 1) < 0.07
assert abs(corr_false / strong_false - 1) < 0.07
rho_amp = np.exp(-2 * np.pi * bandwidth * dt)
amp_change = correlated_false(rho_amp) - correlated_false(0.0)

# Amplifier lag: one sample before and three after an upward transition
tau_amp = 1 / (2 * np.pi * bandwidth)


def lagged_levels(delay):
    after = [step * (1 - np.exp(-(delay + j * dt) / tau_amp))
             for j in range(3)]
    return np.array([np.zeros_like(delay)] + after)


def pair_changes(high):
    a, b = high[:-1], high[1:]
    return (a * (1 - b) + b * (1 - a)).sum(axis=0)


delay = (np.arange(4000) + 0.5) / 4000 * dt
high = norm.sf(h - lagged_levels(delay))
ideal = np.array([p, 1 - p, 1 - p, 1 - p])
lag_error_each = (1 - high[1:]).sum(axis=0).mean() - 3 * p
lag_false_each = pair_changes(high).mean() - pair_changes(ideal)
trials = 400_000
levels = lagged_levels(rng.random(trials) * dt)
label = levels + rng.standard_normal(levels.shape) > h
wrong = (~label[1:]).sum(axis=0) - 3 * p
extra = (label[1:] != label[:-1]).sum(axis=0) - pair_changes(ideal)
for sample, value in ((wrong, lag_error_each), (extra, lag_false_each)):
    assert abs(sample.mean() - value) < 4 * sample.std() / np.sqrt(trials)

# Temperature of use: both dwells shorten by the same activated factor
k_eV = constants.k / constants.e
speedup = np.exp(activation_eV / k_eV * (1 / T_cool - 1 / T_hot))
hot_K = sampled_transitions(N, dt, tau_low / speedup, tau_high / speedup)
hot_false = excess_mean(N, hot_K, p)

# Step at which false transitions are one per cent of true ones
needed_step = 2 * norm.isf(0.01 * K / (2 * N))
assert abs(excess_mean(N, K, norm.sf(needed_step / 2)) / K - 0.01) < 1e-4
noisy_errors = N * norm.sf(h / 1.05)

print(f"Samples: {N}")
print(f"Step: {step_nA:.2f} nA; noise deviation: {noise_nA:.2f} nA")
print(f"Step / noise: {step:.1f}; threshold distance h: {h:.1f}")
print(f"Sampling interval: {dt*1e6:.0f} us; record: {record*1e3:.0f} ms")
print(f"Mean dwells low, high: {tau_low*1e3:.0f}, {tau_high*1e3:.0f} ms")
print(f"Normal density at h: {density(h):.6f}")
print(f"Error probability p: {p:.7f}; by quadrature: {p_quad:.7f}")
print(f"Hand bounds on errors: {N*lower:.0f} to {N*upper:.0f} samples")
print(f"Expected errors: {N*p:.1f} samples; scatter: {error_sd:.1f}")
print(f"Pair-change probability q: {2*p*(1-p):.7f}")
print(f"Simple estimate 2Np: {2*N*p:.1f} transitions")
print(f"True transitions K: {K:.1f}")
print(f"False transitions: {false_mean:.1f}; scatter: {false_sd:.1f}")
print(f"Simulated records: {runs}")
print(f"Simulated mean errors: {sim_errors:.1f} samples")
print(f"Simulated mean true transitions: {sim_K:.1f}")
print(f"Simulated mean false transitions: {sim_false:.1f}")
print(f"Detected transitions: {K+false_mean:.0f}")
print(f"True share of detected: {100*K/(K+false_mean):.1f} %")
print(f"True mean dwell: {true_dwell*1e3:.1f} ms")
print(f"Apparent mean dwell: {apparent_dwell*1e3:.2f} ms")
print(f"Vote, false transitions: {vote_false:.1f}; simulated: {sim_vote:.1f}")
print(f"Step for 1 % false/true: {needed_step:.2f} noise deviations")
for ratio in (5, 6, 7, 8):
    print(f"Step/noise {ratio}: {N*norm.sf(ratio/2):.0f} errors")
print(f"Fast trap (4, 6 samples), K: {fast_K_formula:.0f}")
print(f"Fast trap, false: {fast_formula:.0f}; simulated: {fast_false:.0f}")
print(f"Second trap step: {second_step_nA:.2f} nA")
print(f"With second trap, errors: {second_errors:.0f} samples")
print(f"With second trap, false transitions: {second_false:.0f}")
print(f"Second trap, change in errors: {100*(second_errors/(N*p)-1):.0f} %")
print(f"Noise 5 % larger, errors: {noisy_errors:.0f} samples")
print(f"Noise 5 % larger, change: {100*(noisy_errors/(N*p)-1):.0f} %")
print(f"Correlation {rho_strong:.1f}, false transitions: {strong_false:.0f}")
print(f"Same, simulated: {corr_false:.0f}; errors: {corr_errors:.0f}")
print(f"Amplifier bandwidth: {bandwidth/1e3:.0f} kHz")
print(f"Amplifier neighbour correlation: {rho_amp:.4f}")
print(f"Its change in false transitions: {amp_change:.1f}")
print(f"Amplifier lag, added errors: {K*lag_error_each:.1f} samples")
print(f"Amplifier lag, added transitions: {K*lag_false_each:.2f}")
print(f"Activation energy: {activation_eV:.1f} eV")
print(f"Temperatures: {T_cool:.2f} and {T_hot:.2f} K")
print(f"Dwell shortening factor when hot: {speedup:.1f}")
print(f"Hot, true transitions: {hot_K:.0f}; false: {hot_false:.0f}")
print("PASS")
```

Printed output:

```
Samples: 1000000
Step: 3.00 nA; noise deviation: 0.50 nA
Step / noise: 6.0; threshold distance h: 3.0
Sampling interval: 10 us; record: 10000 ms
Mean dwells low, high: 40, 60 ms
Normal density at h: 0.004432
Error probability p: 0.0013499; by quadrature: 0.0013499
Hand bounds on errors: 1330 to 1368 samples
Expected errors: 1349.9 samples; scatter: 36.7
Pair-change probability q: 0.0026962
Simple estimate 2Np: 2699.8 transitions
True transitions K: 200.0
False transitions: 2695.1; scatter: 73.3
Simulated records: 30
Simulated mean errors: 1361.9 samples
Simulated mean true transitions: 202.5
Simulated mean false transitions: 2717.5
Detected transitions: 2895
True share of detected: 6.9 %
True mean dwell: 50.0 ms
Apparent mean dwell: 3.45 ms
Vote, false transitions: 7.3; simulated: 8.8
Step for 1 % false/true: 9.51 noise deviations
Step/noise 5: 6210 errors
Step/noise 6: 1350 errors
Step/noise 7: 233 errors
Step/noise 8: 32 errors
Fast trap (4, 6 samples), K: 163564
Fast trap, false: 1814; simulated: 1806
Second trap step: 0.25 nA
With second trap, errors: 1778 samples
With second trap, false transitions: 3548
Second trap, change in errors: 32 %
Noise 5 % larger, errors: 2137 samples
Noise 5 % larger, change: 58 %
Correlation 0.9, false transitions: 1479
Same, simulated: 1486; errors: 1360
Amplifier bandwidth: 50 kHz
Amplifier neighbour correlation: 0.0432
Its change in false transitions: -2.1
Amplifier lag, added errors: 48.3 samples
Amplifier lag, added transitions: 0.08
Activation energy: 0.6 eV
Temperatures: 298.15 and 358.15 K
Dwell shortening factor when hot: 50.0
Hot, true transitions: 9899; false: 2643
PASS
```
